# Band gap of an armchair graphene ribbon after losing an edge row

**The system**

A long graphene ribbon has armchair edges and is built from $N$ parallel rows of carbon dimers. The rows run along the ribbon axis $x$ and are numbered $j=1,\dots,N$ across the width. The bond length is $a=0.142$ nm, a rough value. Each atom carries one $\pi$ orbital and supplies one electron. The orbitals are orthonormal and have site energy zero. The Hamiltonian has the matrix element $-t$ between nearest neighbours, with $t=2.7$ eV, and no other elements unless a part of the question adds them. The dangling bonds at the edges are saturated and play no further part. Electron interactions are not treated explicitly.

In each row an A atom is followed by a B atom at distance $a$ in the $+x$ direction, and the pattern repeats with period $3a$. Adjacent rows are separated by $\sqrt3a/2$ and shifted along $x$ by $3a/2$.

## Part (a): the bands

**Question.** Find the energy bands of a ribbon with $N$ rows.

**Answer.** Place an A atom of row $j$ at the origin. Its partner B in the same row is at $x=a$. In row $j+1$ the shift puts a B atom at $3a/2+a=5a/2$, and one period back there is another at $5a/2-3a=-a/2$. In row $j-1$ there is one at $-3a/2+a=-a/2$. The last two lie at distance $\sqrt{a^2/4+3a^2/4}=a$, so these three B atoms are the nearest neighbours.

Write the amplitude on an A atom at position $x$ in row $j$ as $A_je^{ikx}$, and similarly for B. The Schrödinger equation gives

$$EA_j=-t\left[e^{ika}B_j+e^{-ika/2}(B_{j+1}+B_{j-1})\right],$$

$$EB_j=-t\left[e^{-ika}A_j+e^{ika/2}(A_{j+1}+A_{j-1})\right].$$

The second line has the opposite phases because each bond is traversed in the opposite direction. An edge row lacks one neighbouring row. The same equations hold there if we introduce fictitious rows $0$ and $N+1$ with zero amplitude.

Try $A_j=\alpha\sin(j\theta)$ and $B_j=\beta\sin(j\theta)$. The amplitude vanishes at $j=0$. It vanishes at $j=N+1$ if

$$\theta_p=\frac{p\pi}{N+1},\qquad p=1,\dots,N.$$

The identity

$$\sin[(j+1)\theta]+\sin[(j-1)\theta]=2\cos\theta\,\sin(j\theta)$$

shows that these functions are eigenvectors of the coupling between rows, with eigenvalues $2\cos\theta_p$. That coupling is a real symmetric $N\times N$ matrix and the $N$ eigenvalues are distinct, so the modes are orthogonal and complete. No band is missed.

With $c_p=\cos\theta_p$ and $f_p=e^{ika}+2c_pe^{-ika/2}$, the equations reduce to

$$E\alpha=-tf_p\beta,\qquad E\beta=-tf_p^*\alpha.$$

Substituting the second into the first, after multiplying the first by $E$, gives $E^2=t^2|f_p|^2$. The cross terms in $|f_p|^2$ are $2c_p(e^{3ika/2}+e^{-3ika/2})=4c_p\cos(3ka/2)$. Therefore

$$E=\pm t\sqrt{1+4c_p\cos(3ka/2)+4c_p^2}.$$

## Part (b): the gap

**Question.** Find the gap for $N\ge2$ at one electron per orbital.

**Answer.** A period contains $2N$ atoms and hence $2N$ electrons. With two spin states per band, $N$ bands are filled. The spectrum is symmetric about zero, so the $N$ negative branches are filled and the gap is twice the smallest value of $|E|$.

The period $3a$ gives the Brillouin zone $|k|\le\pi/(3a)$, within which $u=\cos(3ka/2)$ runs from 0 to 1. There are two cases.

- If $c_p<0$, then $E^2/t^2=1+4c_pu+4c_p^2$ decreases as $u$ grows. Its minimum is at $u=1$, that is at $k=0$, where $|E|=t|1+2c_p|$. Since $-1<c_p<0$, this is less than $t$.
- If $c_p\ge0$, the minimum of $E^2/t^2$ is $1+4c_p^2$, so $|E|\ge t$.

For $N\ge2$ the mode $p=N$ has $c_p<0$, so the first case sets the gap. Modes with $c_p\ge0$ have $|1+2c_p|\ge1$, and including them in the search cannot change the minimum. Thus

$$E_g=2t\min_p\left|1+2\cos\frac{p\pi}{N+1}\right|.$$

A transverse angle of $2\pi/3$ makes the gap vanish. The question for any width is how close an allowed angle comes to this value.

## Part (c): removing one row

**Question.** Show that the ribbon with $N=11$ is gapless, and that removing one outermost row along its whole length opens a gap near 0.91 eV.

**Answer.** For $N=11$ the allowed angles are $p\pi/12$. The mode $p=8$ has $\theta_8=2\pi/3$ and $c_8=-1/2$, so $1+2c_8=0$. Its bands are

$$E=\pm t\sqrt{2-2\cos(3ka/2)}=\pm2t\left|\sin(3ka/4)\right|,$$

which touch at $k=0$. Close to that point $|E|\simeq(3ta/2)|k|$, so the bands cross linearly.

Removing an outermost row leaves ten consecutive rows. The result is the same for either edge, since the rows can be numbered from the other side. The hard-wall condition now gives $\theta_p=p\pi/11$. Reaching $2\pi/3$ would require $p=22/3$, which is not an integer. Because $1+2\cos\theta$ decreases steadily between $0$ and $\pi$, the candidates for the smallest magnitude are the integers on either side:

- For $p=7$, $\cos\theta_7=-0.415415$ and $t|1+2c_7|=2.7\times0.169170=0.4568$ eV.
- For $p=8$, $\cos\theta_8=-0.654861$ and $t|1+2c_8|=2.7\times0.309722=0.8362$ eV.

The mode $p=7$ sets both band edges, and

$$E_g=2t\left(1+2\cos\frac{7\pi}{11}\right)=2\times0.4568\ \text{eV}=0.914\ \text{eV}.$$

This is the required gap near 0.91 eV. The distance between the outermost rows has changed from 1.230 nm to 1.107 nm, a change of one row spacing, 0.123 nm.

The row must be an outer one. Removing an interior row would cut all nearest-neighbour bonds between the two sides. It would leave two separate ribbons or, if the removed row was next to an edge row, one ribbon and a line of isolated dimers. The row must also be absent over a long distance for the band calculation to apply; part (f) treats a finite length.

## Part (d): dependence on width

**Question.** Obtain the gap for large $N$. Is the opening in part (c) explained by the smaller width alone?

**Answer.** Three cases arise from the remainder when $N$ is divided by 3. Let $m$ be an integer.

If $N=3m+2$, then $2(N+1)/3=2m+2$ is an allowed $p$, and the gap is zero. If $N=3m+1$, the ideal $p$ is $2m+4/3$, and the nearest integer is lower by $1/3$. If $N=3m$, the ideal $p$ is $2m+2/3$, and the nearest integer is higher by $1/3$. In the last two cases the nearest allowed angle misses $2\pi/3$ by

$$\delta=\frac{\pi}{3(N+1)}.$$

The cosine addition formula gives

$$1+2\cos\left(\frac{2\pi}{3}\mp\delta\right)=1-\cos\delta\pm\sqrt3\sin\delta.$$

The upper sign belongs to $N=3m+1$ and the lower to $N=3m$. For large $N$ the nearest angle gives the smallest energy, because the next one misses by $2\delta$ and the energy is then proportional to the miss. Taking magnitudes,

$$E_g=2t\left[\sqrt3\sin\delta\pm(1-\cos\delta)\right]
=2\sqrt3\,t\delta\pm t\delta^2+O(\delta^3).$$

The leading term is

$$E_g\simeq\frac{2\pi t}{\sqrt3(N+1)}.$$

It tends to zero for a wide ribbon, as it must for a gapless graphene sheet. For $N=10$ it gives 0.890 eV, which is 2.5% below the full model value of 0.914 eV. The difference comes mainly from the positive term $t\delta^2$; the next term, $-t\delta^3/\sqrt3$, is smaller than it by the factor $\delta/\sqrt3$.

The formula of part (b) gives these gaps at fixed $t$:

| $N$ | $E_g$ (eV) |
|---:|---:|
| 8 | 0 |
| 9 | 0.948 |
| 10 | 0.914 |
| 11 | 0 |
| 12 | 0.735 |

Narrowing alone does not explain the opening. Adding a row to the gapless ribbon also opens a gap, while removing three rows restores a gapless one. Removing one row from each edge gives $N=9$ and a gap of 0.948 eV. What matters is whether the hard walls allow the angle $2\pi/3$; the width sets the scale of the gap when they do not.

## Part (e): altered edge bonds and longer hopping

**Question.** Let the dimer bonds in the two edge rows have hopping $t+d$, and let third neighbours, at distance $2a$, have hopping $t_3$ with the same sign convention. Find the gap to first order in $d$ and $t_3$. Evaluate it for $d=0.12t=0.324$ eV and $t_3=0.200$ eV, both rough values.

**Answer.** Work at $k=0$, where all Bloch phases are one. The normalized mode is

$$\chi_j=\sqrt{\frac{2}{N+1}}\sin(j\theta).$$

The extra edge hopping acts in rows 1 and $N$. Its mean value in this mode, apart from the overall minus sign of the Hamiltonian, is

$$d(\chi_1^2+\chi_N^2)=\frac{4d\sin^2\theta}{N+1},$$

since $\sin^2(N\theta)=\sin^2\theta$.

The third neighbours of an A atom are B atoms displaced by $-2$ times its three nearest-neighbour vectors. One lies in the same row and the others lie in rows $j\pm2$. Away from the edges their sum multiplies the mode by $1+2\cos2\theta$. In row 1 this expression would include a fictitious atom in row $-1$, with amplitude proportional to $\sin(-\theta)=-\sin\theta$. That atom is absent, so its negative contribution must be removed, which adds $+\chi_1$. Row $N$ gains $+\chi_N$ in the same way. In rows 2 and $N-1$ the fictitious amplitude is zero and needs no correction. The missing third neighbours therefore act like an extra edge hopping $t_3$.

The coupling between the A and B parts of the mode is $-g$, with

$$g=t(1+2\cos\theta)+t_3(1+2\cos2\theta)+\frac{4(d+t_3)\sin^2\theta}{N+1}.$$

The two energies are $\pm|g|$, and the gap is $2|g|$. Mixing with other transverse modes enters at second order.

For $N=11$, $\theta=2\pi/3$. The first two terms vanish and $\sin^2\theta=3/4$, so

$$E_g=\frac{6(d+t_3)}{12}=\frac{d+t_3}{2}=0.262\ \text{eV}.$$

For $N=10$, the value $\cos\theta=-0.415415$ gives $\sin^2\theta=0.8274$ and $1+2\cos2\theta=4\cos^2\theta-1=-0.3097$. Hence

$$g=0.4568-0.0619+\frac{4\times0.524\times0.8274}{11}=0.5526\ \text{eV},$$

and $E_g=1.105$ eV.

To include mode mixing, the full Bloch matrices were diagonalized numerically at 81 equally spaced wave numbers from $0$ to $\pi/(3a)$. The resulting gaps, in eV, are:

| Added terms | $N=11$ | $N=10$ |
|---|---:|---:|
| $d$ alone | 0.155 | 1.101 |
| $t_3$ alone | 0.097 | 0.907 |
| both | 0.243 | 1.087 |

With both terms, the first-order gap is 8% too large for $N=11$ and 2% too large for $N=10$, relative to diagonalization. Third-neighbour hopping alone barely changes the $N=10$ gap because its negative bulk term nearly cancels its positive edge term.

The zero gap of the 11-row ribbon was derived for uniform nearest-neighbour hopping and no longer-range hopping. Either added term alone opens a gap. With these added terms, removing a row from the 11-row ribbon enlarges an existing gap. This is not a rule for every width. With both terms the gap for $N=9$ is 0.543 eV, half the 1.087 eV for $N=10$, so the order of these two widths in the table of part (d) is reversed.

## Part (f): a narrowed section of finite length

**Question.** In the original nearest-neighbour model, one edge row is missing over a length $L=10$ nm. Estimate the tunnelling factor at midgap and compare it with the thermal activation factor at 300 K.

**Answer.** At $E=0$ a wave in the ten-row section must satisfy $f_p=0$. Put $k=iq$:

$$e^{-qa}+2c_pe^{qa/2}=0
\quad\Longrightarrow\quad
e^{-3qa/2}=-2c_p.$$

For $c_p<0$ this gives

$$q=\frac{2}{3a}\ln\frac{1}{2|c_p|}.$$

The conjugate equation gives $-q$, so both directions of decay occur. The slowest decay has the smallest $|\ln(2|c_p|)|$. This is 0.185 for $p=7$ and 0.270 for $p=8$; the remaining modes $p=6$, $9$ and $10$ give 1.26, 0.52 and 0.65 and decay faster. Modes with $c_p>0$ would need a real part of $k$ equal to $2\pi/(3a)$. That is a reciprocal-lattice vector, and such solutions repeat those already found with $c_p<0$. For $p=7$,

$$q=\frac{2\times0.1853}{3\times0.142\ \text{nm}}=0.870\ \text{nm}^{-1}.$$

For a small gap, expanding the logarithm gives $q\simeq E_g/(3ta)$. Here that estimate is 0.79 nm$^{-1}$, 9% below the lattice result.

The amplitude falls as $e^{-qL}$, so the probability contains

$$e^{-2qL}=e^{-17.4}=2.8\times10^{-8}.$$

This estimate assumes that the missing piece consists of whole dimers. The junctions with the wider ribbon then supply only a prefactor, about 3.7 when $L$ is counted as $3a$ per missing dimer, which is left out here. Other terminations change more than the prefactor. If a singly bonded edge atom is left at both ends, the midgap decay follows $p=8$, with $q=1.27$ nm$^{-1}$. If one is left at a single end, the transmission falls as $E^2$ and vanishes at midgap. For a Fermi level at midgap, the thermal factor with $k_BT=0.02585$ eV is

$$\exp\left(-\frac{E_g}{2k_BT}\right)=e^{-17.7}=2.1\times10^{-8}.$$

The two exponentials are similar at this length. Their ratio is not a ratio of currents, which also depends on the junctions, the bias and the energy window. At fixed gap and temperature, a shorter section favours tunnelling in this comparison. When $2qL$ is not large, the missing piece should not be treated as a strongly blocking barrier.

## Part (g): use for a real ribbon

**Question.** How far can the value 0.91 eV be trusted for a fabricated ribbon?

**Answer.** The hopping and bond length are typical of graphene models, but the perfectly straight edge is a severe assumption for a ribbon cut by lithography. Edge variations there can greatly exceed the row spacing of 0.123 nm. Sections with 8 to 11 rows, if long enough to have their own bands, would have gaps between 0 and 0.948 eV in the nearest-neighbour model. One gap computed from the mean width then does not describe every section, and it need not give the energy at which the whole device starts to conduct. Chemical synthesis can give much better control of the row number.

Electron interaction is another large omission. For the ten-row width $w=1.107$ nm, a rough estimate of its scale is

$$\frac{e^2}{4\pi\varepsilon_0w}=1.30\ \text{eV}$$

in vacuum, or 0.52 eV with a rough effective dielectric constant of 2.5. These energies are comparable with the gap. They are not corrections to be added to it, because part of the interaction is already contained in the chosen hopping and the rest depends on screening and on the quantity measured. The 0.91 eV result is therefore a property of the stated one-electron model. It shows how strongly a single row can matter, but it does not by itself predict a measured transport or optical gap.
